# Choosing the window that undoes population control in diffusion Monte Carlo

## What fixes the form of the answer

Population control keeps the number of walkers near a target, and in doing so it biases the energy. The correction studied here weights each generation so as to cancel the last \(T\) control factors. The window \(T\) is a number of generations. A long window removes more bias but carries more weight noise.

Dimensions nearly settle the best value. A factor common to all weights cancels from a weighted average, so only relative weight fluctuations, and the energy fluctuations that cause them, matter. Let \(V_0\), an energy squared, measure their contribution to the variance of a run average, and let \(a\), an inverse energy, convert an energy fluctuation into a relative weight fluctuation. For small fluctuations the bias is of first order in the weights, so it must scale as \(aV_0\). The relative variance added per control factor is of second order and dimensionless, so it scales as \(a^2V_0\). If the bias decays as \(e^{-\gamma T}\) and the run has \(L\) generations, the best \(T\) balances

\[
\gamma (aV_0)^2e^{-2\gamma T}\quad\text{against}\quad \frac{(a^2V_0)V_0}{L}.
\]

Both \(a\) and \(V_0\) cancel, and with them the number of walkers. What remains is \(T=\ln(\text{number}\times\gamma L)/(2\gamma)\). The analysis below justifies the powers and finds the number.

## The process and its control factors

Let \(H\) be a real symmetric Hamiltonian on a finite set of configurations \(x\), and \(\psi(x)>0\) a guiding function. With time step \(\tau\), the importance-sampled projector is

\[
G(y,x)=\psi(y)\,\langle y|1-\tau H|x\rangle\,\frac{1}{\psi(x)} ,
\]

assumed non-negative. Its column sum is the mean number of descendants of a walker at \(x\):

\[
w(x)=\sum_yG(y,x)=1-\tau E_L(x),\qquad E_L(x)=\frac{(H\psi)(x)}{\psi(x)} .
\]

We take \(w(x)>0\). A descendant moves to \(y\) with probability \(G(y,x)/w(x)\). Since \(G\) is \(1-\tau H\) multiplied by \(\psi\) on the left and \(1/\psi\) on the right, it has eigenvalues \(\lambda_k=1-\tau E_k\) and right eigenvectors \(\psi\phi_k\), where \(H\phi_k=E_k\phi_k\). This linear projector has no time-step error. With an approximate projector in continuous space, the correction leads to that projector's own result; it does not repair time-step or fixed-node errors.

Let \(M_t(x)\) be the number of walkers at \(x\) in generation \(t\). Control multiplies every mean number of descendants by \(f_t\), which must be known before the random branching and moves of that step. Then

\[
\mathbb E[M_{t+1}\,|\,\text{past}]=f_t\,G M_t. \tag{1}
\]

Integer branching with unbiased rounding obeys this. So does resampling to a fixed number \(N\), in which each new walker picks parent \(i\) with probability \(w(x_i)/\sum_jw(x_j)\). The expected number of copies of \(i\) is then

\[
\frac{N\,w(x_i)}{\sum_jw(x_j)}=\frac{w(x_i)}{W_t},\qquad W_t=\frac1N\sum_jw(x_j),
\]

so \(f_t=1/W_t\). If a program instead computes its factor from the outcome of the random rounding, equation (1) is not guaranteed.

## Why the bias decays

Weight generation \(t\) by

\[
\Pi_t=\prod_{p=1}^{T}\frac1{f_{t-p}} .
\]

The newest factor, \(f_{t-1}\), is known once generation \(t-1\) is known. Averaging over the last step gives

\[
\mathbb E[\Pi_tM_t\,|\,\text{past to }t-1]
=\Big(\prod_{p=2}^{T}\frac1{f_{t-p}}\Big)\frac{1}{f_{t-1}}f_{t-1}GM_{t-1}
=\Big(\prod_{p=2}^{T}\frac1{f_{t-p}}\Big)GM_{t-1}.
\]

Repeating this \(T\) times removes every factor:

\[
\mathbb E[\Pi_tM_t\,|\,\text{past to }t-T]=G^{T}M_{t-T}. \tag{2}
\]

Walkers may be correlated and fluctuations large; neither spoils the identity.

The corrected energy of a run is

\[
\hat E=\frac{\sum_t\Pi_t\sum_xE_L(x)M_t(x)}{\sum_t\Pi_t\sum_xM_t(x)} .
\]

Assume that the controlled process has a stationary state and that long-time averages converge to its means. Expand its mean walker distribution as \(\mu=\sum_kc_k\psi\phi_k\), and put \(s_k=\sum_x\psi\phi_k\). Because \(H\) is symmetric,

\[
\sum_xE_L\psi\phi_k=\sum_x(H\psi)\phi_k=E_ks_k .
\]

Equation (2) therefore gives the long-run energy

\[
E(T)=\frac{\sum_kc_ks_kE_k\lambda_k^T}{\sum_kc_ks_k\lambda_k^T},
\]

and subtracting \(E_0\) gives the bias

\[
b(T)=\frac{\sum_{k\ge1}c_ks_k(E_k-E_0)\lambda_k^T}{\sum_kc_ks_k\lambda_k^T}
\;\longrightarrow\; b_1\rho^T,
\qquad \rho=\frac{\lambda_1}{\lambda_0}=e^{-\gamma}. \tag{3}
\]

Here \(b_1=c_1s_1(E_1-E_0)/(c_0s_0)\). We assume \(0<\lambda_1<\lambda_0\), with all other eigenvalues smaller in magnitude than \(\lambda_1\). If symmetry makes \(c_1s_1\) vanish, the next contributing state sets the rate. The window thus acts as \(T\) steps of the power method, started from the biased distribution.

## Why the variance finally grows

Take fixed \(N\). Let \(X\) denote a whole population, \(P(X,X')\) its transition matrix and \(\pi\) its stationary distribution. Assume that the chain is aperiodic and connects all populations. Define \(K_k(X,X')=W(X)^kP(X,X')\), with largest eigenvalue \(\Lambda_k\). The mean weight is \(\langle\Pi\rangle=\pi K_1^T1\) and the mean square is \(\pi K_2^T1\), so they grow as \(\Lambda_1^T\) and \(\Lambda_2^T\). Equation (2) shows that the mean weight grows as \(\lambda_0^T\); hence \(\Lambda_1=\lambda_0\).

Let \(r>0\) satisfy \(K_2r=\Lambda_2r\). The Cauchy–Schwarz inequality for the probabilities in each row of \(P\) gives

\[
K_1\sqrt r=WP\sqrt r\le W\sqrt{Pr}=\sqrt{W^2Pr}=\sqrt{\Lambda_2}\sqrt r .
\]

Multiplying by the positive left eigenvector of \(K_1\) gives \(\Lambda_1\le\sqrt{\Lambda_2}\), so

\[
\kappa=\ln\frac{\Lambda_2}{\Lambda_1^2}\ge0. \tag{4}
\]

Equality requires \(r(X')\) to be the same for all successors \(X'\) of \(X\). The eigenvalue equation then reads \(W(X)\sqrt{r(X')}=\sqrt{\Lambda_2}\sqrt{r(X)}\), and \(\ln W\) is a constant plus a difference that telescopes along the run. Otherwise \(\kappa>0\), and the relative mean square of the weights grows as \(e^{\kappa T}\).

For the energy, let \(e_t\) be the mean of \(E_L\) over generation \(t\), and \(g_t=e_t-E(T)\). The error of the ratio is \(\sum_t\Pi_tg_t/\sum_t\Pi_t\). In a long run the denominator may be replaced by \(L\langle\Pi\rangle\), so the variance is \(V(T)/L\) with

\[
V(T)=\frac{1}{\langle\Pi\rangle^2}\sum_{s=-\infty}^{\infty}
\langle\Pi_tg_t\,\Pi_{t+s}g_{t+s}\rangle. \tag{5}
\]

For \(0\le s\le T\), two windows share \(T-s\) factors. Reading the factors in time order, the average is

\[
\pi K_1^sK_2^{T-s}\,g\,K_1^s\,g\,1 ,
\]

where \(g\) multiplies by its value for the current population. At fixed \(s\) and large \(T\), division by \(\langle\Pi\rangle^2\) leaves growth as \(e^{\kappa T}\). The sum over \(s\) converges, because by (2) the last part, \(K_1^sg1/\lambda_0^s\), decays as \(\rho^s\) once \(E(T)\) has reached \(E_0\). Hence \(V(T)\to Ae^{\kappa T}\) whenever the coefficient \(A\) is positive. Nothing here makes \(V\) rise from the first factor, and the example below shows that it need not.

## The size of both effects for many walkers

Suppose now that \(N\) is large enough for population averages to fluctuate weakly and nearly as Gaussian variables, with variances of order \(1/N\). Averaging \(w=1-\tau E_L\) over the walkers gives

\[
W_t=\lambda_0-\tau(e_t-E_0)=\lambda_0[1-a(e_t-E_0)],\qquad a=\tau/\lambda_0 .
\]

Write \(x_t=e_t-\langle e\rangle\) and \(C(p)=\langle x_tx_{t+p}\rangle\), with \(C_0=C(0)\). Apart from a constant factor, \(\Pi_t=e^{\delta_t}\) with \(\delta_t=-a\sum_{p=1}^{T}x_{t-p}\) to leading order. Therefore

\[
E(T)=\langle e\rangle+\langle\delta_tx_t\rangle
=\langle e\rangle-a\sum_{p=1}^{T}C(p).
\]

As \(T\to\infty\) this must equal \(E_0\), so the uncorrected bias is \(b_0=\langle e\rangle-E_0=a\sum_{p\ge1}C(p)\). The variance of a plain run average is \(V_0/L\), where \(V_0=V(0)=C_0+2\sum_{p\ge1}C(p)\). Eliminating the sum,

\[
b_0=\frac a2(V_0-C_0). \tag{6}
\]

Positively correlated energies thus give an energy that is too high. Physically, a population with low energy would have grown and counted for more; control takes that extra weight away. Subtracting successive biases gives \(C(p)=[b(p-1)-b(p)]/a\), so the slow decay rate of the energy autocorrelation is \(\gamma\) at this order.

For Gaussian \(\delta\), \(\langle e^{2\delta}\rangle/\langle e^\delta\rangle^2=e^{\mathrm{Var}\,\delta}\). The variance of a sum of \(T\) correlated terms \(ax_t\) grows as \(a^2V_0T\), hence

\[
\kappa=a^2V_0. \tag{7}
\]

The same Gaussian average turns (5) into

\[
V(T)=\sum_s e^{\langle\delta_t\delta_{t+s}\rangle}
\left[C(s)+\langle x_t\delta_{t+s}\rangle\langle x_{t+s}\delta_t\rangle\right].
\]

The exponent grows as \(\kappa(T-|s|)\) plus a constant. In the second term, one of the two factors pairs an energy with a window lying wholly in its past, and so decays with \(|s|\); the sum of these terms saturates. Non-Gaussian corrections of the same order in \(1/N\) also saturate, since they need all their energies close in time. Thus, for \(\gamma T\gg1\) and \(\kappa T\ll1\),

\[
V(T)\simeq V_0(1+c+\kappa T),
\]

where \(c\) is of order \(1/N\) and may have either sign.

## The recommended window

With one dominant slow mode, \(b(T)\simeq b_0e^{-\gamma T}\), and the mean square error is

\[
F(T)=b_0^2e^{-2\gamma T}+\frac{V_0}{L}(1+c+\kappa T).
\]

Setting \(F'(T)=0\) gives \(2\gamma b_0^2e^{-2\gamma T}=\kappa V_0/L\). Insert (6) and (7):

\[
e^{2\gamma T}=\frac{2\gamma L\,b_0^2}{\kappa V_0}
=\frac{2\gamma L\,a^2(V_0-C_0)^2/4}{a^2V_0^2}
=\frac{\gamma L}{2}\left(1-\frac{C_0}{V_0}\right)^2,
\]

\[
\boxed{T_{\rm best}=\frac1{2\gamma}\ln\left[\frac{\gamma L}{2}\left(1-\frac{C_0}{V_0}\right)^2\right]} \tag{8}
\]

Since \(F''>0\), this is a minimum. The form used for \(V(T)\) needs \(\gamma T\gg1\), so (8) holds only when the logarithm is large. If it is small or negative, the run is too short for (8) to fix the window.

To apply the rule, make a pilot run without the correction.

1. Obtain \(C_0\) from the scatter of single-generation energies, and \(V_0/L\) as the squared error of the run average from blocks much longer than the correlation time.
2. Obtain \(\gamma\) from the late decay of the autocorrelation. If one exponential dominates throughout, \(C(p)=C_0\rho^p\) gives \(C_0/V_0=(1-\rho)/(1+\rho)=\tanh(\gamma/2)\), which yields \(\gamma\) directly.
3. Evaluate (8) with the length \(L\) of the planned production run, and round to the nearest whole number.

For slow correlations described by one exponential, \(\gamma\ll1\) makes \(C_0/V_0\simeq\gamma/2\) small, and the bracket in (8) tends to \(\gamma L/2\). The window is then half a correlation time, \(1/(2\gamma)\), multiplied by the logarithm of half the run length in correlation times. Halving a small time step roughly halves \(\gamma\), so at fixed total imaginary time \(T\) roughly doubles while \(\tau T\) changes little. Multinomial resampling at every step, in which each new walker picks its parent independently as above, however, injects about the same noise per generation whatever \(\tau\) is: as long as the walkers are many enough for the fluctuations to stay small, \(C_0\) grows roughly as \(1/\tau\), \(V_0\) as \(1/\tau^2\), and \(\kappa=a^2V_0\) stays nearly fixed. Then \(\kappa T\) roughly doubles too, and keeping it small takes more walkers. This belongs to that scheme. A low-noise scheme such as a comb, which gives nearly every walker one copy when the weights are close to equal, leaves mainly the noise of the moves, which is proportional to \(\tau\) per generation; then \(C_0\) stays nearly fixed, \(V_0\) grows as \(1/\tau\), \(\kappa\) falls in proportion to \(\tau\), and \(\kappa T\) changes little.

An error of given size in \(T\) costs less on the long side. At the optimum, the squared bias is only \(\kappa/(2\gamma)\) of \(V_0/L\). Shifting the window by \(d\) generations therefore raises \(F\), relative to \(V_0/L\), by \(\kappa\,[d+(e^{-2\gamma d}-1)/(2\gamma)]\), which grows linearly for large positive \(d\) and exponentially for large negative \(d\).

Whether the correction matters at all follows from (6) and (7):

\[
\frac{b_0^2}{V_0/L}=\frac{\kappa L}{4}\left(1-\frac{C_0}{V_0}\right)^2 .
\]

When this is far below one, the bias is hidden by noise. More walkers reduce \(\kappa\), and so the need for correction, but to leading order in \(1/N\) they do not change the window in (8).

The rule was derived for small \(\kappa T_{\rm best}\) and is not justified otherwise; more walkers are then the remedy. It was also derived for \(\gamma T_{\rm best}\gg1\), that is, for long runs. In short runs the behaviour of \(V(T)\) over the first few factors, which (8) leaves out, shifts the minimum; where \(V\) falls at first, as in the example below, (8) gives too short a window. It also takes the slow mode to carry the whole bias, \(b_1\simeq b_0\). If the slow mode carries only part of it, \(b_1\) of (3) replaces \(b_0\) in \(F\), and (8) is too long by about \(\ln(b_0/|b_1|)/\gamma\); a late autocorrelation \(C(p)\simeq C_1\rho^p\) gives \(b_1=aC_1\rho/(1-\rho)\). The rule needs care, too, when several modes decay at similar rates, or when a slow mode is too weak to appear in the pilot autocorrelation. Soft feedback on a fluctuating population still obeys (2), but (6) to (8) were derived for fixed \(N\). In these cases, plot the energy and its error against \(T\) and look for a plateau.

A finite run has one further bias, from the ratio itself. Expanding \(1/\sum_t\Pi_t\) to first order about \(1/(L\langle\Pi\rangle)\) gives a mean error \(-\sum_s\langle\Pi_tg_t\Pi_{t+s}\rangle/(L\langle\Pi\rangle^2)\). Since \(\langle\Pi_tg_t\rangle=0\), its leading size is \(-L^{-1}\sum_s\langle x_t\delta_{t+s}\rangle=aTV_0/L\), each of the \(T\) terms of \(\delta\) contributing \(a\sum_sC(s)/L\). Relative to \(V_0/L\), its square is \(\kappa T^2/L\) and its cross term with \(b(T)\) at the optimum is \(2\kappa T/\sqrt{2\gamma L}\). Both are small against \(\kappa T\) in a long run and have been neglected.

## A worked example

Take one particle on an open chain of three sites, with hopping 0.2 hartree, site energies 0, 0.2 and 0.4 hartree, guiding function \((1,\sqrt2,1)\) and \(\tau=1\) inverse hartree. Diagonalization gives \(E_0=-0.14641\) and \(E_1=0.2\) hartree, so

\[
\rho=\frac{0.8}{1.14641}=0.6978,\qquad \gamma=0.3598,\qquad a=0.8723\ \text{hartree}^{-1}.
\]

Sixty walkers are resampled to fixed number. They have 1891 possible populations, few enough to build \(P\) explicitly from multinomial probabilities. Matrix products then give the bias and equation (5) without sampling noise; a linear solve sums the lags longer than the window.

The weights do fluctuate in the sense of (4). Sixty walkers can all remain on site 1, with \(W=1.283\), or all on site 2, with \(W=1.083\). If \(\ln W\) were a constant plus a telescoping difference, these two values would be equal.

The results include \(C_0=5.985\times10^{-4}\) and \(V_0=3.4445\times10^{-3}\) hartree². Equation (6) predicts

\[
b_0\simeq\frac{0.8723}{2}(3.4445-0.5985)\times10^{-3}
=1.24\times10^{-3}\ \text{hartree},
\]

against the computed \(1.226\times10^{-3}\) hartree, or 33 meV. Equation (7) predicts \(\kappa\simeq0.00262\); the eigenvalues give 0.00252. The window then acts as follows.

| \(T\) | bias (hartree) | \(V(T)/V_0\) |
|---:|---:|---:|
| 0 | \(1.23\times10^{-3}\) | 1.000 |
| 4 | \(2.92\times10^{-4}\) | 0.982 |
| 8 | \(6.94\times10^{-5}\) | 0.982 |
| 16 | \(3.90\times10^{-6}\) | 0.997 |
| 24 | \(2.19\times10^{-7}\) | 1.017 |
| 45 | \(1.15\times10^{-10}\) | 1.072 |

From \(T=4\) to 8 the bias falls by a factor 0.237, which is \(\rho^4\). The variance first drops by about 2% and only later grows at the rate \(\kappa\).

For \(L=10^5\), \(C_0/V_0=0.1738\) and the rule gives

\[
T_{\rm best}=\frac{\ln(17989\times0.8262^2)}{0.7196}=\frac{9.416}{0.7196}=13.1 .
\]

Minimizing the computed \(b(T)^2+V(T)/L\) over whole numbers gives 13. The root-mean-square error falls from \(1.24\times10^{-3}\) hartree without correction to \(1.85\times10^{-4}\) hartree. At \(T=45\) it is \(1.92\times10^{-4}\) hartree, just 4% above the minimum. For \(L=10^4\) and \(10^6\), the rule gives 9.9 and 16.3, and the minima lie at 10 and 16: a hundredfold longer run needs six more generations.
